# Edge exponent 1/m of an advancing front with concentration-dependent diffusivity: verification in Python

```python
"""Edge of a diffusion front entering undoped material.

Result under test: if C_t = (D C_x)_x with D = D0 (C/C0)^m, m > 0, and the
edge advances with speed v > 0, then at a small distance s behind the edge
    C = C0 (m v s / D0)^(1/m).
C: donor concentration; n: electron density; n_i: intrinsic density;
D_i: donor diffusivity at n = n_i; Cs: surface concentration;
Ds = 2 D_i (Cs/n_i)^m: power-law diffusivity at the surface;
eta = x / sqrt(Ds t): similarity variable; eta_f: its value at the edge.
The example has m = 2 and rough, rounded parameters.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import solve_banded


def advancing_front(m, edge_node=160):
    """Step the diffusion equation in time, with a growing surface value.
    Return measured exponent, slope of C^m at the edge, and edge speed."""
    dx = 1.0 / edge_node
    dt = 0.4 * dx**2 / 1.5**m
    factor = dt / (dx**2 * (m + 1))
    c = np.zeros(edge_node + 40)
    t, k, arrival = 0.0, 1, []
    while k <= edge_node:
        t += dt
        c[0] = 1 + 0.5 * t
        w = c**(m + 1)
        c[1:-1] += factor * (w[2:] - 2 * w[1:-1] + w[:-2])
        while c[k] > 1e-6:
            arrival.append(t)
            k += 1
    assert c[0] < 1.5
    # arrival time is a smooth, nearly quadratic function of position
    times = np.array(arrival[-60:])
    places = dx * np.arange(k - len(times), k) - 1.0
    speed = 1 / np.polyfit(places, times, 3)[2]
    i = np.arange(edge_node - 45, edge_node - 8)
    x = i * dx - 1.0

    def slope_at_zero(values):
        p = np.polyfit(x, values, 2)
        roots = np.roots(p)
        root = roots[np.argmin(abs(roots))].real
        return np.polyval(np.polyder(p), root)

    log_slope = (np.log(c[i + 1]) - np.log(c[i - 1])) / (2 * dx)
    # for C ~ s^p the ratio C/C_x equals -s/p, whose x-slope is 1/p
    exponent = 1 / slope_at_zero(1 / log_slope)
    return exponent, -slope_at_zero(c[i]**m), speed


def similarity_profile(c, diffusivity):
    """Solve flux(c) = (1/2) int_0^c eta dc', eta(c) = int_c^1 D/flux dc'."""
    eta = 1.5 * np.sqrt(1 - c)
    for _ in range(100):
        flux = 0.5 * (eta[0] * c[0] + cumulative_trapezoid(eta, c, initial=0))
        total = cumulative_trapezoid(diffusivity / flux, c, initial=0)
        new = total[-1] - total
        change = np.max(abs(new[:-1] / eta[:-1] - 1))
        eta = np.sqrt(eta * new)
    assert change < 1e-8
    return eta


# ---- pair flux: diffusion plus drift of pairs of charge 1 - r ----
X = sp.symbols('X', positive=True)
donors = 3 / (1 + X**2)
root_term = sp.sqrt(donors**2 + 4)
electrons = (donors + root_term) / 2
for r in (1, 2, 3):
    pairs = donors * electrons**r
    potential = sp.log(electrons)
    flux_def = -(sp.diff(pairs, X) + (1 - r) * pairs * sp.diff(potential, X))
    flux_law = -electrons**r * (1 + donors / root_term) * sp.diff(donors, X)
    a, b = [float(e.subs(X, 0.7)) for e in (flux_def, flux_law)]
    assert abs(a / b - 1) < 1e-10

# ---- a resting edge has exponent 2/m, so motion of the edge is needed ----
S, T = sp.symbols('S T', positive=True)
for m_rest in (sp.Rational(1, 2), sp.Integer(1), sp.Integer(2)):
    rest = (m_rest * S**2 / (2 * (m_rest + 2) * (1 - T)))**(1 / m_rest)
    residual = sp.diff(rest, T) - sp.diff(rest**m_rest * sp.diff(rest, S), S)
    assert abs(float(residual.subs({S: 0.6, T: 0.3}))) < 1e-10

# ---- moving edge: exponent and amplitude from direct time stepping ----
print("Direct time stepping, growing surface value (dimensionless)")
for m in (0.5, 1.0, 2.0):
    exponent, slope, speed = advancing_front(m)
    print(f"m={m:.1f}: exponent {exponent:.3f}, 1/m {1/m:.3f}, "
          f"slope/(m v) {slope/(m*speed):.3f}")
    # tolerances cover the few grid cells over which the edge is smeared
    assert abs(exponent * m - 1) < 0.05
    assert abs(slope / (m * speed) - 1) < 0.04

# ---- constant surface value: next term of the edge expansion ----
c = np.logspace(-10, 0, 6001)
c[-1] = 1.0
print("Constant surface concentration (dimensionless)")
for m in (0.5, 1.0, 2.0, 3.0):
    eta = similarity_profile(c, c**m)
    edge = eta[0]
    s = 0.05 * edge
    ratio = np.interp(s, edge - eta, c**m) / (m * edge * s / 2)
    measured = (1 - ratio) * edge / s
    print(f"m={m:.1f}: eta_f {edge:.4f}, correction coefficient "
          f"{measured:.4f}, formula {1/(2*(1+m)):.4f}")
    assert abs(measured * 2 * (1 + m) - 1) < 0.05

# ---- worked example, m = 2 ----
m = 2
temperature = 873.15        # K
n_i = 2e18                  # cm^-3
c_surface = 2e19            # cm^-3
d_i = 3e-16                 # cm^2/s
anneal = 3600.0             # s
n_band = 5e19               # conduction-band effective density, cm^-3
eps_r = 16.0
ratio_s = c_surface / n_i
d_s = 2 * d_i * ratio_s**m
d_i_nm, d_s_nm = d_i * 1e14, d_s * 1e14
length = np.sqrt(d_s_nm * anneal)
eta_ideal = similarity_profile(c, c**m)
eta_f = eta_ideal[0]
x_f = eta_f * length
v = 0.5 * eta_f * np.sqrt(d_s_nm / anneal)
print("Example: rough regime of P in Ge, m = 2")
print(f"temperature {temperature:.2f} K, anneal {anneal:.0f} s")
print(f"n_i {n_i:.1e} cm^-3, Cs {c_surface:.1e} cm^-3")
print(f"D_i {d_i:.1e} cm^2/s, Ds {d_s:.1e} cm^2/s")
print(f"length sqrt(Ds t) {length:.1f} nm")
print(f"edge depth {x_f:.1f} nm = {x_f/1000:.4f} um")
print(f"edge speed {v:.4f} nm/s")

# model with the intrinsic floor
u = c * ratio_s
y = u / 2 + np.sqrt(u**2 / 4 + 1)
d_full = y**m * (1 + u / np.sqrt(u**2 + 4)) / (2 * ratio_s**m)
eta_full = similarity_profile(c, d_full)
for s_nm in (10, 20, 40, 80):
    law = c_surface * (m * v * s_nm / d_s_nm)**(1 / m)
    place = (x_f - s_nm) / length
    ideal = c_surface * np.interp(-place, -eta_ideal, c)
    full = c_surface * np.interp(-place, -eta_full, c)
    print(f"s={s_nm} nm: law {law:.3e}, power-law profile {ideal:.3e}, "
          f"with floor {full:.3e} cm^-3")
    assert abs(law / ideal - 1) < 0.06

# closed form of the rounded front, between C = 0.1 n_i and C = 2 n_i
eta_at = lambda level, profile: np.interp(np.log(level), np.log(u), profile)
y_at = lambda level: level / 2 + np.sqrt(level**2 / 4 + 1)
front_form = lambda q: q**2 + np.log(q**2 - 1)
width_form = front_form(y_at(2.0)) - front_form(y_at(0.1))
v_full = 0.5 * eta_at(1.0, eta_full) * np.sqrt(d_s_nm / anneal)
width_nm = width_form * d_i_nm / v_full
width_num = (eta_at(0.1, eta_full) - eta_at(2.0, eta_full)) * length
print(f"distance from C=2n_i to 0.1n_i: profile {width_num:.2f} nm, "
      f"formula {width_nm:.2f} nm")
assert abs(width_nm / width_num - 1) < 0.05
print(f"tail length D_i/v {d_i_nm/v_full:.2f} nm")

# local inverse exponent of the rounded front
reach = -np.gradient(eta_full, np.log(c))
inverse_exponent = np.gradient(reach, -eta_full)
local_power = np.gradient(np.log(d_full), np.log(c))
for level in (0.3, 1.0, 3.0):
    seen, power = eta_at(level, inverse_exponent), eta_at(level, local_power)
    print(f"C={level:.1f} n_i: inverse exponent {seen:.2f}, "
          f"dlnD/dlnC {power:.2f}")
    assert abs(seen - power) < 0.1


# degeneracy: Fermi-Dirac electrons, activity a replaces n/n_i
def degenerate_diffusivity(band_density):
    log_a = np.linspace(-0.1, 3.5, 1500)
    q = np.linspace(0, 8, 801)
    level = log_a + np.log(n_i / band_density)
    integrand = q**2 / (1 + np.exp(q**2 - level[:, None]))
    n = band_density * 4 / np.sqrt(np.pi) * integrand.sum(axis=1) * q[1]
    table = n / n_i - np.exp(-log_a)
    log_act = np.interp(u, table, log_a)
    rise = np.interp(u, table, np.gradient(log_a, table))
    return np.exp(m * log_act) * (1 + u * rise) / (2 * ratio_s**m)


assert np.allclose(degenerate_diffusivity(1e6 * n_band), d_full, rtol=2e-3)
d_deg = degenerate_diffusivity(n_band)
eta_deg = similarity_profile(c, d_deg)
print(f"band density used {n_band:.1e} cm^-3")
print(f"degeneracy: surface diffusivity x {d_deg[-1]/d_full[-1]:.3f}")
for name, profile in (("power law", eta_ideal), ("with floor", eta_full),
                      ("floor and degeneracy", eta_deg)):
    print(f"depth at C=n_i, {name}: {eta_at(1.0, profile)*length:.1f} nm")

# space charge: Poisson equation for the edge profile, lengths in nm
k_poisson = (eps_r * constants.epsilon_0 * constants.k * temperature
             / constants.e**2) * 1e-9
ni_nm = n_i * 1e-21
debye = np.sqrt(k_poisson / (2 * ni_nm))
s = np.linspace(-40, 80, 1201)
h = s[1] - s[0]
fixed = c_surface * 1e-21 * np.sqrt(2 * v * np.maximum(s, 0) / d_s_nm)
psi = np.arcsinh(fixed / (2 * ni_nm))
for _ in range(40):
    res = (k_poisson * (psi[2:] - 2 * psi[1:-1] + psi[:-2]) / h**2
           - 2 * ni_nm * np.sinh(psi[1:-1]) + fixed[1:-1])
    band = np.full((3, len(s) - 2), k_poisson / h**2)
    band[1] = -2 * k_poisson / h**2 - 2 * ni_nm * np.cosh(psi[1:-1])
    step = solve_banded((1, 1), band, -res)
    psi[1:-1] += step
assert np.max(abs(step)) < 1e-9
psi_at = lambda place: np.interp(place, s, psi)
decay = 5 / np.log(psi_at(-5) / psi_at(-10))
assert abs(decay / debye - 1) < 0.05
print(f"relative permittivity {eps_r:.0f}, Debye length {debye:.2f} nm")
print(f"potential decay length ahead of edge {decay:.2f} nm")
print(f"n/n_i at the edge itself {np.exp(psi_at(0)):.2f}")
deficit = []
for place in (10, 20):
    net = 2 * ni_nm * np.sinh(psi_at(place))
    deficit.append(1 - net / np.interp(place, s, fixed))
    print(f"unbalanced donor charge at s={place} nm: {100*deficit[-1]:.2f} %")
assert abs(deficit[1]) < abs(deficit[0]) < 0.15

print("every check passed")
```

Output:

```
Direct time stepping, growing surface value (dimensionless)
m=0.5: exponent 2.029, 1/m 2.000, slope/(m v) 1.000
m=1.0: exponent 1.000, 1/m 1.000, slope/(m v) 0.999
m=2.0: exponent 0.498, 1/m 0.500, slope/(m v) 0.998
Constant surface concentration (dimensionless)
m=0.5: eta_f 2.4071, correction coefficient 0.3296, formula 0.3333
m=1.0: eta_f 1.6161, correction coefficient 0.2493, formula 0.2500
m=2.0: eta_f 1.0903, correction coefficient 0.1663, formula 0.1667
m=3.0: eta_f 0.8706, correction coefficient 0.1248, formula 0.1250
Example: rough regime of P in Ge, m = 2
temperature 873.15 K, anneal 3600 s
n_i 2.0e+18 cm^-3, Cs 2.0e+19 cm^-3
D_i 3.0e-16 cm^2/s, Ds 6.0e-14 cm^2/s
length sqrt(Ds t) 147.0 nm
edge depth 160.2 nm = 0.1602 um
edge speed 0.0223 nm/s
s=10 nm: law 5.447e+18, power-law profile 5.419e+18, with floor 5.826e+18 cm^-3
s=20 nm: law 7.704e+18, power-law profile 7.624e+18, with floor 7.805e+18 cm^-3
s=40 nm: law 1.089e+19, power-law profile 1.067e+19, with floor 1.072e+19 cm^-3
s=80 nm: law 1.541e+19, power-law profile 1.477e+19, with floor 1.477e+19 cm^-3
distance from C=2n_i to 0.1n_i: profile 11.13 nm, formula 11.34 nm
tail length D_i/v 1.33 nm
C=0.3 n_i: inverse exponent 0.43, dlnD/dlnC 0.42
C=1.0 n_i: inverse exponent 1.16, dlnD/dlnC 1.14
C=3.0 n_i: inverse exponent 1.87, dlnD/dlnC 1.80
band density used 5.0e+19 cm^-3
degeneracy: surface diffusivity x 1.418
depth at C=n_i, power law: 158.9 nm
depth at C=n_i, with floor: 162.9 nm
depth at C=n_i, floor and degeneracy: 182.6 nm
relative permittivity 16, Debye length 4.08 nm
potential decay length ahead of edge 4.08 nm
n/n_i at the edge itself 1.41
unbalanced donor charge at s=10 nm: 5.09 %
unbalanced donor charge at s=20 nm: 1.03 %
every check passed
```
